# Isotropic etching of a height profile as a lower envelope of circles, part 1

(Sections cited here and not found follow in the second part.)

## The smooth surface and its first corner

Let $x$ be the horizontal coordinate and $z$ the height, measured upwards. At time $t=0$ the solid fills the region $z<h_0(x)$ and the gas fills the region $z\ge h_0(x)$. The surface is the graph of $h_0$, so there are no overhangs at the start. Nothing varies along the third direction: the surface consists of straight grooves and ridges seen in cross-section. The initial profile is Lipschitz, which means that there is a number $M$ with $|h_0(x)-h_0(y)|\le M|x-y|$ for all $x$ and $y$. Corners are allowed, vertical walls are not.

Etching is isotropic when the surface recedes into the solid along its own normal at a speed $R$ that depends neither on the direction of the normal nor on position, time or curvature. This describes a uniform material attacked by neutral radicals that reach every part of the surface in equal number. The height at time $t$ is $h(x,t)$, and the depth removed from a flat surface in that time is

$$
r=Rt .
$$

Since $R$ is constant, $r$ serves as a clock with the unit of length, and $h(x,r)$ will denote the height when the clock reads $r$. Subscripts denote partial derivatives. The slope is $p=h_x$, and the combination $q=\sqrt{1+p^2}$ occurs throughout.

The result to be derived is the Hopf–Lax formula

$$
h(x,r)=\min_{|x-y|\le r}\left[h_0(y)-\sqrt{r^2-(x-y)^2}\,\right]. \tag{1}
$$

For a fixed $y$, the bracket is the lower half of the circle of radius $r$ centred at the surface point $(y,h_0(y))$, evaluated at the abscissa $x$. Formula (1) therefore says: draw such a circle around every point of the initial surface, and at each $x$ take the lowest point that any of them reaches. This is what "lower envelope" means here. The minimum exists because the bracket is a continuous function of $y$ on a closed interval.

The first task is to turn the statement about the normal speed into an equation for the height. The unit normal that points into the solid is

$$
\mathbf n=\frac{(p,-1)}{q}.
$$

It is perpendicular to the tangent $(1,p)$, because $p\cdot 1-1\cdot p=0$, and its vertical component is negative. During a short time the clock advances by $dr$, and the tangent line at $(x,h)$ is displaced by $dr\,\mathbf n$. The displaced line still has slope $p$ and passes through the point $(x+p\,dr/q,\;h-dr/q)$. To find its height at the old abscissa $x$, one goes back horizontally by $p\,dr/q$, which changes the height by $-p\cdot p\,dr/q$:

$$
h-\frac{dr}{q}-\frac{p^2dr}{q}=h-\frac{1+p^2}{q}\,dr=h-q\,dr .
$$

The bending of the surface alters this only at second order in $dr$. Hence

$$
h_r=-\sqrt{1+h_x^2},\qquad\text{or}\qquad h_t=-R\sqrt{1+h_x^2}. \tag{2}
$$

A steep part of the surface loses height faster than a flat part, although both recede at the same normal speed, because a vertical line crosses the removed layer obliquely.

Equation (2) is nonlinear, but the square root can be written as a maximum of functions that are linear in the slope. Take a number $v$ with $|v|\le1$. The vector $(v,\sqrt{1-v^2})$ has unit length, and the vector $(p,1)$ has length $q$. The Cauchy–Schwarz inequality for their scalar product gives

$$
pv+\sqrt{1-v^2}\le\sqrt{1+p^2}. \tag{3}
$$

Equality holds when the two vectors are parallel, which requires $v=p/q$ and $\sqrt{1-v^2}=1/q$. These two conditions agree, since $1-p^2/q^2=1/q^2$. Therefore

$$
\sqrt{1+p^2}=\max_{|v|\le1}\left[pv+\sqrt{1-v^2}\,\right]. \tag{4}
$$

In geometrical terms, the graph of $\sqrt{1+p^2}$ is convex and lies above each of its tangent lines; $v$ is the slope of such a line and $\sqrt{1-v^2}$ its intercept.

The same fact can be put as a Legendre transform, which links formula (1) to its general form. Define $L(v)=\sup_p\,[pv-\sqrt{1+p^2}]$. Inequality (3) shows that $L(v)\le-\sqrt{1-v^2}$ for $|v|\le1$. For $|v|<1$ the value is attained at $p=v/\sqrt{1-v^2}$, and for $|v|=1$ the value zero is approached as $|p|$ grows. For $|v|>1$, the choice of $p$ with the sign of $v$ gives at least $|p|(|v|-1)-1$, which grows without limit, so $L$ is infinite. For an equation $h_r+H(h_x)=0$ with convex $H$, the general Hopf–Lax expression is the minimum over $y$ of $h_0(y)+rL((x-y)/r)$. Here $rL((x-y)/r)=-\sqrt{r^2-(x-y)^2}$, and the infinite values of $L$ exclude all points with $|x-y|>r$. The general expression is not assumed in what follows; the formula is proved directly.

Suppose first that $h$ is a smooth solution of (2) up to the clock reading $r$. Choose a starting point $y$ and a number $v$ with $|v|\le1$, and follow the height above the moving abscissa $x(s)=y+vs$, where $s$ runs from $0$ to $r$. By the chain rule, equation (2) and inequality (3),

$$
\frac{d}{ds}h(x(s),s)=h_r+v\,h_x=-\sqrt{1+h_x^2}+v\,h_x\le-\sqrt{1-v^2}. \tag{5}
$$

The right-hand side is constant. Integration from $0$ to $r$ gives

$$
h(y+vr,\,r)\le h_0(y)-r\sqrt{1-v^2}.
$$

To reach a prescribed $x$ one must take $v=(x-y)/r$, which is allowed when $|x-y|\le r$. Then $r\sqrt{1-v^2}=\sqrt{r^2-(x-y)^2}$, and

$$
h(x,r)\le h_0(y)-\sqrt{r^2-(x-y)^2}\qquad\text{for every }y\text{ with }|x-y|\le r. \tag{6}
$$

The etched surface thus lies on or below the lower half of every circle. It remains to show that at each $x$ one circle is touched.

Equality in (5) requires $v=p/q$ at every moment, where $p$ is the slope at the moving point. This suggests the path $dx/dr=p/q$. Differentiating (2) with respect to $x$ gives the equation for the slope,

$$
p_r=-\frac{p}{q}\,p_x,\qquad\text{so that}\qquad \frac{dp}{dr}=p_r+\frac{p}{q}\,p_x=0
$$

along the path. The slope carried by the path is constant, its velocity $p/q$ is therefore constant too, and the path is straight. Such a path is a characteristic. Through any point $(x,r)$ of the smooth stage it can be followed back to $r=0$, where it starts at $y=x-rp/q$. Since $|p/q|<1$, this $y$ satisfies $|x-y|<r$. Along this path (5) is an equality throughout, so (6) is an equality for this $y$. Together with the inequality for all other $y$, this proves (1) for smooth solutions. It also shows that there is at most one smooth solution.

The characteristics give an explicit construction as well. The height along one of them changes at the rate $h_r+(p/q)h_x=-q+p^2/q=-1/q$. With $p=h_0'(y)$ and $q=\sqrt{1+p^2}$ now evaluated at the starting point,

$$
x=y+\frac{rp}{q},\qquad z=h_0(y)-\frac{r}{q}. \tag{7}
$$

Each surface point has moved the distance $r$ along its initial normal. The curve traced as $y$ varies is the parallel curve of the initial surface.

Let $h_0$ be twice continuously differentiable with bounded slope and curvature. The derivative of $p/q$ with respect to $p$ is $1/q-p^2/q^3=1/q^3$, and that of $1/q$ is $-p/q^3$. Therefore, at fixed $r$,

$$
\frac{\partial x}{\partial y}=1+\frac{r\,h_0''(y)}{q^3},\qquad
\frac{\partial z}{\partial y}=p\left(1+\frac{r\,h_0''(y)}{q^3}\right). \tag{8}
$$

As long as the bracket is positive for all $y$, each $x$ belongs to one $y$, the curve is a graph $z=h(x,r)$, and the ratio of the two derivatives shows that its slope is $p$. At fixed $y$, $\partial z/\partial r=-1/q$ must equal $h_r+h_x\,p/q$, so $h_r=-1/q-p^2/q=-q$. The parallel curve indeed solves (2).

The smooth stage ends when the bracket in (8) first vanishes. Where $h_0''>0$, in the valleys, it exceeds one and never vanishes. Where $h_0''<0$, on the crests, the radius of curvature of the initial surface is $q^3/|h_0''|$, and the bracket is one minus $r$ divided by this radius. The smooth stage therefore lasts until $r$ equals the smallest radius of curvature found on the crests.

The reason becomes plain when the curvature is followed in time. Because $p$ is carried unchanged, $h_{xx}=h_0''/(\partial x/\partial y)$, and with (8)

$$
\frac{q^3}{h_{xx}}=\frac{q^3}{h_0''}+r. \tag{9}
$$

The quantity on the left is the radius of curvature, counted positive in a valley and negative on a crest. In a valley the centre of curvature lies on the gas side, the surface moves away from it, and the radius grows by $r$. On a crest the centre lies on the solid side, the surface moves towards it, and the radius shrinks by $r$ until it reaches zero.

Consider the ripple $h_0=A\cos kx$ with period $\lambda=2\pi/k$. Its second derivative is largest in magnitude at the crests and valleys, where also $q$ takes its smallest value, one. The smallest radius of curvature is therefore found there and equals

$$
\rho=\frac{1}{Ak^2}. \tag{10}
$$

For $\lambda=200$ nm and $A=25$ nm the largest slope is $Ak=0.785$ and $\rho=40.5$ nm. At a rate of 200 nm/min, which is 3.33 nm/s, the first corner appears after $40.5/3.33=12.2$ s. Until then the crest and the valley bottom, both horizontal, sink at the same speed. After 6 s, when $r=20$ nm, they stand at $25-20=5$ nm and $-25-20=-45$ nm. The peak-to-valley height is still 50 nm. In the smooth stage isotropic etching changes the shape of this ripple but does not reduce its height.

After the first corner the parallel curve (7) still exists, but it folds over, and above some abscissae it has several branches. This bears on the word "envelope". In differential geometry the envelope of a family of curves is the curve that touches all of them. For circles with centre $(y,h_0(y))$ the condition of contact is found by differentiating $(x-y)^2+(z-h_0)^2=r^2$ with respect to $y$, which gives $(x-y)+(z-h_0)\,h_0'=0$. The radius to the point of contact is thus perpendicular to the initial surface. The contact point on the solid side is (7), so that envelope is the whole parallel curve, including its folds. It agrees with the minimum (1) during the smooth stage and has superfluous branches later.

Equation (2) alone does not say which continuation is right. A V-shaped groove $h_0=m|x|$ with $m>0$ shows this. Write $Q=\sqrt{1+m^2}$. The function

$$
h_{\rm V}(x,r)=m|x|-rQ \tag{11}
$$

starts from the groove and satisfies (2) everywhere except at the tip $x=0$, where it has no slope. It describes a V that keeps its sharp tip while sinking.

Formula (1) gives something else. The function to be minimized, $m|y|-\sqrt{r^2-(x-y)^2}$, is convex in $y$, being the sum of two convex functions. Its minimum lies at $y=0$ if the derivative is not positive on the left of zero and not negative on the right:

$$
-m-\frac{x}{\sqrt{r^2-x^2}}\le0\le m-\frac{x}{\sqrt{r^2-x^2}} .
$$

This means $|x|\le m\sqrt{r^2-x^2}$, or $|x|\le rm/Q$. In this range the surface is the arc $-\sqrt{r^2-x^2}$ around the old tip. For larger $x>0$ the minimum lies where the derivative vanishes, at $y=x-rm/Q$, and the height is

$$
m\left(x-\frac{rm}{Q}\right)-\frac rQ=mx-rQ,
$$

which agrees with (11); the left flank follows by symmetry. The two candidates share their flanks and differ in the middle. The bottom of the groove lies at $-r$ according to (1) and at $-rQ$ according to (11). A further physical statement is needed to decide between them.

Formula (1) is now proved for as long as the surface stays smooth, but after a corner forms, equation (2) alone does not select the right continuation. What remains is to supply the physical statement that does, to prove (1) for all times, and to follow the smoothing of the ripple.
